# Electron–Phonon Matrix Elements in DFT+U and Frozen-Phonon Level Shifts: test program

```python
# Electron-phonon matrix element in DFT+U (Dudarev), Hartree atomic units.
# n = <phi|gamma|phi> per spin, lam = U(1/2-n), V_U = sum |phi> lam <phi|.
# Claim: g(k,q) = <psi_{k+q}| dV_ion + dV_Hxc + p_A(D lam Phi^+ + Phi lam D^+)
#                 - U Phi (dn_bare + dn_psi) Phi^+ |psi_k>,
# Phi, D: Bloch sums of the projectors and of their position derivatives,
# p_s = e_s/sqrt(2 M_s omega). Primitive-cell linear response is tested against
# self-consistent displaced supercells (level shifts, splittings, dH, dn, dmu).
# Model: 1D chain, atoms A (Hubbard, s and p projectors) and B, Gaussian wells,
# Gaussian repulsion w, potential vx = -CX rho^(1/3), spin-unpolarised.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
MEV = 1e3*physical_constants['Hartree energy in eV'][0]
N, NG, A = 5, 25, 5.0
DX, L = A/NG, N*A
TAU, V0, SIG, W0, SW, CX, ALPHA, U = (1.0, 3.0), (2.5, 2.0), 0.6, 0.5, 1.0, 0.3, 1.5, 0.2
MASS, K1, K2 = np.array([1e5, 3e4]), 0.10, 0.06
NB, ETA, TOL, IQ = 4, 0.004, 2e-4, 2   # TOL covers the O(ETA^2) difference error
xs = np.arange(N*NG)*DX; xc = xs[:NG]; R = np.arange(N)*A; I2 = np.eye(2)
wrap = lambda d: (d + L/2) % L - L/2
vion = lambda d, s: -V0[s]*np.exp(-d**2/(2*SIG**2))
dvion = lambda d, s: vion(d, s)*d/SIG**2
wint = lambda d: W0*np.exp(-d**2/(2*SW**2))
gau = lambda d: np.sqrt(DX)*(ALPHA/np.pi)**0.25*np.exp(-ALPHA*d**2/2)
phi = lambda d: np.stack([gau(d), np.sqrt(2*ALPHA)*d*gau(d)], 1)
dphi = lambda d: np.stack([ALPHA*d*gau(d), -np.sqrt(2*ALPHA)*(1-ALPHA*d**2)*gau(d)], 1)
dag = lambda M: M.conj().T
def bloch(fun, ik, d):
    return sum(np.exp(2j*np.pi*ik*l/N)*fun(wrap(d - R[l])) for l in range(N))
jj = np.arange(-(N*NG//2), N*NG//2 + 1)
def spectral(x, j, fun):
    K = 2*np.pi*j/L; F = np.exp(1j*np.outer(x, K))/np.sqrt(len(x))
    return (F*fun(K)) @ dag(F)
Tk = [spectral(xc, jj[jj % N == i], lambda K: K**2/2) for i in range(N)]
Gk = [spectral(xc, jj[jj % N == i], lambda K: 1j*K) for i in range(N)]
Ts = spectral(xs, jj, lambda K: K**2/2).real
Ph = [bloch(phi, i, xc - TAU[0]) for i in range(N)]
Dp = [bloch(dphi, i, xc - TAU[0]) for i in range(N)]
Wq = [bloch(wint, i, xc[:, None] - xc[None, :]) for i in range(N)]
Ws = wint(wrap(xs[:, None] - xs[None, :]))
vcell = sum(bloch(lambda d: vion(d, s), 0, xc - TAU[s]).real for s in (0, 1))

def occupy(e, nel, kT):
    ne = N*nel/2; srt = np.sort(e.ravel())
    if kT == 0:
        mu = 0.5*(srt[int(ne)-1] + srt[int(ne)])
        return (e < mu)*1.0, 0*e, mu
    fd = lambda m: 0.5*(1 - np.tanh((e - m)/(2*kT)))
    mu = brentq(lambda m: fd(m).sum() - ne, srt[0]-1, srt[-1]+1, xtol=1e-15, rtol=1e-15)
    f = fd(mu)
    return f, -f*(1-f)/kT, mu

def anderson(step, y, warm):
    Y, Rs = [], []
    for it in range(400):
        r = step(y) - y
        if abs(r).max() < 1e-11: return y
        Y = (Y + [y])[-8:]; Rs = (Rs + [r])[-8:]
        if it > warm:
            dR = np.array([r - a for a in Rs[:-1]]).T; dY = np.array([y - a for a in Y[:-1]]).T
            nr = np.linalg.norm(dR, axis=0) + 1e-300
            c = np.linalg.lstsq(dR/nr, r, rcond=1e-9)[0]/nr
            y = y - dY@c + 0.4*(r - dR@c)
        else:
            y = y + 0.4*r
    raise RuntimeError('SCF not converged')

def primitive(nel, kT):
    g = dict(nel=nel, kT=kT)
    def step(y):
        v = vcell + Wq[0].real@y[:NG]*DX - CX*np.cbrt(y[:NG]); lam = U*(I2/2 - y[NG:].reshape(2, 2))
        g['H'] = [Tk[i] + np.diag(v) + Ph[i]@lam@dag(Ph[i]) for i in range(N)]
        ec = [np.linalg.eigh(h) for h in g['H']]
        g['e'] = np.array([a[0] for a in ec]); g['C'] = [a[1] for a in ec]
        g['f'], g['fp'], g['mu'] = occupy(g['e'], nel, kT)
        g['gam'] = [(g['C'][i]*g['f'][i])@dag(g['C'][i]) for i in range(N)]
        rho = 2/(N*DX)*sum(np.diag(a).real for a in g['gam'])
        n = sum(dag(Ph[i])@g['gam'][i]@Ph[i] for i in range(N)).real/N
        return np.r_[rho, n.ravel()]
    y = anderson(step, np.r_[np.full(NG, nel/A), (I2/2).ravel()], 15)
    g['rho'], g['n'] = y[:NG], y[NG:].reshape(2, 2)
    g['psi'] = [np.vstack([np.exp(2j*np.pi*i*l/N)*g['C'][i][:, :NB] for l in range(N)])/np.sqrt(N) for i in range(N)]
    return g

def hsuper(rho, ns, u):
    H = Ts + np.diag(Ws@rho*DX - CX*np.cbrt(rho)
                     + sum(vion(wrap(xs - R[l] - TAU[s] - u[l, s]), s) for l in range(N) for s in (0, 1)))
    P = [phi(wrap(xs - R[l] - TAU[0] - u[l, 0])) for l in range(N)]
    return H + sum(P[l]@(U*(I2/2 - ns[l]))@P[l].T for l in range(N)), P

def frozen(g, u):
    o = {}
    def step(y):
        o['H'], P = hsuper(y[:N*NG], y[N*NG:].reshape(N, 2, 2), u)
        o['e'], C = np.linalg.eigh(o['H'])
        f, _, o['mu'] = occupy(o['e'], g['nel'], g['kT'])
        o['gam'] = (C*f)@C.T
        o['n'] = np.array([p.T@o['gam']@p for p in P])
        return np.r_[2/DX*np.diag(o['gam']), o['n'].ravel()]
    anderson(step, np.r_[np.tile(g['rho'], N), np.tile(g['n'].ravel(), N)], 0)
    return o

def dfpt(g, iq, p, proj=1, nbare=1, nscf=1, shift=1):
    C, e, f, fp = g['C'], g['e'], g['f'], g['fp']; kq = [(i + iq) % N for i in range(N)]
    lam = U*(I2/2 - g['n']); fx = -CX/3*g['rho']**(-2/3)
    W = []
    for i in range(N):
        de = e[kq[i]][:, None] - e[i][None, :]; ok = abs(de) > 1e-8
        W.append(np.where(ok, (f[kq[i]][:, None] - f[i][None, :])/np.where(ok, de, 1), fp[i][None, :]))
    dvi = np.diag(sum(p[s]*bloch(lambda d: dvion(d, s), iq, xc - TAU[s]) for s in (0, 1)))
    dnb = p[0]*sum(dag(Dp[i])@g['gam'][i]@Ph[i] + dag(Ph[i])@g['gam'][i]@Dp[i] for i in range(N))/N
    hub = lambda dn: [-U*Ph[kq[i]]@dn@dag(Ph[i]) for i in range(N)]
    hxc = lambda dr: np.diag(Wq[iq]@dr*DX + fx*dr)
    prj = [proj*p[0]*(Dp[kq[i]]@lam@dag(Ph[i]) + Ph[kq[i]]@lam@dag(Dp[i])) for i in range(N)]
    def respond(dH):
        m = [dag(C[kq[i]])@dH[i]@C[i] for i in range(N)]; dmu = 0
        if iq == 0 and g['kT'] > 0 and shift:
            dmu = sum(fp[i]@np.diag(m[i]) for i in range(N))/fp.sum()
        dg = [C[kq[i]]@(W[i]*m[i] - dmu*np.diag(fp[i]))@dag(C[i]) for i in range(N)]
        dn = sum(dag(Ph[kq[i]])@dg[i]@Ph[i] for i in range(N))/N
        return np.r_[2/(N*DX)*sum(np.diag(a) for a in dg), dn.ravel()], dmu
    kern = lambda y: [hxc(y[:NG]) + nscf*h for h in hub(y[NG:].reshape(2, 2))]
    hb = hub(nbare*dnb); bare = [dvi + prj[i] + hb[i] for i in range(N)]
    M = np.array([respond(kern(b))[0] for b in np.eye(NG + 4)]).T
    y = np.linalg.solve(np.eye(NG + 4) - M, respond(bare)[0]); dnp = y[NG:].reshape(2, 2)
    ops = dict(ion=[dvi]*N, hxc=[hxc(y[:NG])]*N, proj=prj, nbare=hb, npsi=hub(nscf*dnp))
    parts = {k: np.array([dag(C[kq[i]][:, :NB])@v[i]@C[i][:, :NB] for i in range(N)]) for k, v in ops.items()}
    dH = [sum(v[i] for v in ops.values()) for i in range(N)]
    return dict(parts=parts, g=sum(parts.values()), dnb=dnb, dnp=dnp, dH=dH, dmu=respond(dH)[1])

def optical(iq):
    off = -(K1 + K2*np.exp(-2j*np.pi*iq/N))/np.sqrt(MASS.prod())
    w2, v = np.linalg.eigh(np.array([[(K1+K2)/MASS[0], off], [np.conj(off), (K1+K2)/MASS[1]]]))
    w = np.sqrt(w2[1]); ev = v[:, 1]*abs(v[0, 1])/v[0, 1]
    return w, ev/np.sqrt(2*MASS*w)
rel = lambda a, b: abs(a - b).max()/abs(b).max()
project = lambda g, iq, dH: np.array([dag(g['psi'][(i+iq) % N])@dH@g['psi'][i] for i in range(N)])

# V_U is the derivative of E_U (complex projectors test the index order)
rng = np.random.default_rng(1); cr = lambda *s: rng.normal(size=s) + 1j*rng.normal(size=s)
P0 = cr(6, 2); g0 = cr(6, 6); g0 += dag(g0); d0 = cr(6, 6); d0 += dag(d0)
EU = lambda ga: (U/2*np.trace(dag(P0)@ga@P0 - dag(P0)@ga@P0@dag(P0)@ga@P0)).real
an = np.trace(P0@(U*(I2/2 - dag(P0)@g0@P0))@dag(P0)@d0).real
assert abs((EU(g0 + 1e-4*d0) - EU(g0 - 1e-4*d0))/2e-4 - an) < 1e-7*abs(an) + 1e-7

def check(nel, kT):
    g = primitive(nel, kT); ref = frozen(g, np.zeros((N, 2))); out = dict(g=g); err = {}
    assert abs(np.sort(g['e'].ravel())[:N*NB] - ref['e'][:N*NB]).max() < 1e-9
    for iq in (0, IQ):
        w, p = optical(iq); r = dfpt(g, iq, p)
        ph = np.exp(2j*np.pi*iq*np.arange(N)/N)
        u = ETA*(np.outer(ph, p).real*(1 if iq == 0 else 2))
        a, b = frozen(g, u), frozen(g, -u)
        gfd = project(g, iq, (a['H'] - b['H'])/(2*ETA))
        err['dH', iq] = rel(r['g'], gfd)
        dn = np.tensordot(ph.conj(), (a['n'] - b['n'])/(2*ETA), 1)/N
        err['dn', iq] = rel(r['dnb'] + r['dnp'], dn)
        rho, ns = np.tile(g['rho'], N), [g['n']]*N
        (Ha, Pa), (Hb, Pb) = hsuper(rho, ns, u), hsuper(rho, ns, -u)
        err['bare', iq] = rel(r['parts']['ion'] + r['parts']['proj'], project(g, iq, (Ha - Hb)/(2*ETA)))
        nb = [(Pa[l].T@ref['gam']@Pa[l] - Pb[l].T@ref['gam']@Pb[l])/(2*ETA) for l in range(N)]
        err['dnb', iq] = rel(r['dnb'], np.tensordot(ph.conj(), np.array(nb), 1)/N)
        km = (-iq//2) % N
        idx = [np.sort(np.argsort(abs(ref['e'] - g['e'][km, n]))[:2]) for n in range(3)]
        if iq == 0:
            order = np.argsort(g['e'][:, :3].ravel())
            gd = np.array([np.diag(m)[:3] for m in r['g']]).ravel()[order]
            sh = (a['e'] - b['e'])/(2*ETA)
            err['shift', iq] = rel(gd, sh[:3*N])
            lev = np.array([sh[np.argmin(abs(ref['e'] - g['e'][0, n]))] for n in range(3)])
            if kT > 0:
                out['dmu'] = (r['dmu'].real, (a['mu'] - b['mu'])/(2*ETA))
                err['dmu', iq] = abs(out['dmu'][0] - out['dmu'][1])/abs(gd).max()
                out['noshift'] = rel(dfpt(g, 0, p, shift=0)['g'], gfd)
                assert out['noshift'] > 10*TOL
        else:
            lev = np.array([(np.ptp(a['e'][i]) + np.ptp(b['e'][i]))/(4*ETA) for i in idx])
            err['split', iq] = rel(abs(np.diag(r['g'][km])[:3]), lev)
        tr = {nm: dfpt(g, iq, p, *fl) for nm, fl in
              (('no dV_U', (0, 0, 0)), ('no dn', (1, 0, 0)), ('no dn_psi', (1, 1, 0)))}
        for t in tr.values(): assert rel(t['g'], gfd) > 10*TOL
        out[iq] = dict(w=w, p=p, r=r, lev=lev, km=km, tr=tr, gfd=gfd, dn=dn)
    assert max(err.values()) < TOL, err
    t = dfpt(g, 0, np.ones(2))     # rigid translation
    assert abs(t['dnb']).max() > 1e-2 and abs(t['dnb'] + t['dnp']).max() < 1e-5
    for i in range(N):
        c, e = g['C'][i][:, :NB], g['e'][i, :NB]
        assert abs(t['g'][i] - (e[:, None] - e[None, :])*(dag(c)@Gk[i]@c)).max() < 1e-5
    out['t'], out['err'] = t, err
    return out

ins, met = check(4, 0.0), check(3, 0.03)
g = ins['g']; gap = g['e'][:, 2].min() - g['e'][:, 1].max()
assert gap > 0.05
Am = np.zeros((2, 2), complex)     # Sternheimer route to dn_psi
for i in range(N):
    j = (i + IQ) % N; Pv = g['C'][j][:, :2]@dag(g['C'][j][:, :2])
    for n in range(2):
        psi = g['C'][i][:, n]
        d = np.linalg.solve(g['H'][j] - g['e'][i, n]*np.eye(NG) + 5*Pv, -(np.eye(NG) - Pv)@ins[IQ]['r']['dH'][i]@psi)
        Am += np.outer(dag(Ph[j])@d, psi.conj()@Ph[i])/N
assert rel(Am + Am.T, ins[IQ]['r']['dnp']) < 1e-8

m3 = lambda M: 'ss %.5f sp %.5f pp %.5f' % (M[0, 0].real, M[0, 1].real, M[1, 1].real)
print(f'a={A} bohr, cells={N}, points/cell={NG}, tau={TAU} bohr')
print(f'well depths={V0} Ha, width={SIG} bohr; w0={W0} Ha, width={SW} bohr')
print(f'CX={CX} Ha bohr^(1/3), alpha={ALPHA} bohr^-2, U={U} Ha')
print(f'M_A={MASS[0]:.0f}, M_B={MASS[1]:.0f} m_e; K1={K1}, K2={K2} Ha/bohr^2; eta={ETA}')
print('INSULATOR, 4 electrons/cell; gap = %.5f Ha' % gap)
print('eps bands 1-3 at k=0 (Ha): %.5f %.5f %.5f' % tuple(g['e'][0, :3]))
print('n (per spin):', m3(g['n'])); print('lambda (Ha):', m3(U*(I2/2 - g['n'])))
print('translation dn_bare (1/bohr):', m3(ins['t']['dnb']))
print('translation dn_psi  (1/bohr):', m3(ins['t']['dnp']))
for iq in (0, IQ):
    o = ins[iq]; r, km = o['r'], o['km']
    print('q = %.5f 1/bohr, optical omega = %.6f Ha = %.2f meV' % (2*np.pi*iq/L, o['w'], o['w']*MEV))
    print(' p_A = %.5f, p_B = %.5f%+.5fi bohr' % (o['p'][0].real, o['p'][1].real, o['p'][1].imag))
    if iq == 0:
        print(' dn_bare:', m3(r['dnb'])); print(' dn_psi :', m3(r['dnp'])); print(' dn FD  :', m3(o['dn']))
        print(' g_nn(k=0) parts, bands 1 2 3 (Ha)'); ph = np.ones(3)
    else:
        print(' |dn_bare|:', m3(abs(r['dnb']))); print(' |dn_psi| :', m3(abs(r['dnp'])))
        print(' g_nn(-q/2 -> q/2), parts along phase of g, bands 1 2 3 (Ha)')
        tot = np.diag(r['g'][km])[:3]; ph = tot.conj()/abs(tot)
    for k, v in r['parts'].items():
        print('  %-7s %.6f %.6f %.6f' % (k, *(np.diag(v[km])[:3]*ph).real))
    tot = (np.diag(r['g'][km])[:3]*ph).real
    print('  total   %.6f %.6f %.6f' % tuple(tot))
    print('  frozen  %.6f %.6f %.6f' % tuple(o['lev']))
    print('  total (meV) %.3f %.3f %.3f' % tuple(tot*MEV))
    for k, t in o['tr'].items():
        v = np.diag(t['g'][km])[:3]; v = v.real if iq == 0 else abs(v)
        print('  %-9s %.6f %.6f %.6f  max rel err %.3f' % (k, *v, rel(t['g'], o['gfd'])))
print('insulator largest relative error vs finite difference: %.1e' % max(ins['err'].values()))
print('METAL, 3 electrons/cell, kT=0.03 Ha; mu = %.5f Ha; n:' % met['g']['mu'], m3(met['g']['n']))
print(' dmu/deta response %.6f, frozen %.6f Ha' % met['dmu'])
print(' relative error without Fermi shift: %.3f' % met['noshift'])
print(' |g| band 2 at q: response %.6f, frozen %.6f Ha' % (abs(met[IQ]['r']['g'][met[IQ]['km']][1, 1]), met[IQ]['lev'][1]))
print('metal largest relative error vs finite difference: %.1e' % max(met['err'].values()))
print('success')
```

Output:

```
a=5.0 bohr, cells=5, points/cell=25, tau=(1.0, 3.0) bohr
well depths=(2.5, 2.0) Ha, width=0.6 bohr; w0=0.5 Ha, width=1.0 bohr
CX=0.3 Ha bohr^(1/3), alpha=1.5 bohr^-2, U=0.2 Ha
M_A=100000, M_B=30000 m_e; K1=0.1, K2=0.06 Ha/bohr^2; eta=0.004
INSULATOR, 4 electrons/cell; gap = 0.84412 Ha
eps bands 1-3 at k=0 (Ha): -0.92742 -0.22241 0.62172
n (per spin): ss 0.99602 sp -0.00351 pp 0.22901
lambda (Ha): ss -0.09920 sp 0.00070 pp 0.05420
translation dn_bare (1/bohr): ss -0.00608 sp -0.65453 pp 0.41395
translation dn_psi  (1/bohr): ss 0.00608 sp 0.65453 pp -0.41395
q = 0.00000 1/bohr, optical omega = 0.002633 Ha = 71.65 meV
 p_A = 0.02093, p_B = -0.06978+0.00000i bohr
 dn_bare: ss -0.00013 sp -0.01370 pp 0.00867
 dn_psi : ss 0.00014 sp 0.01547 pp 0.02337
 dn FD  : ss 0.00001 sp 0.00177 pp 0.03204
 g_nn(k=0) parts, bands 1 2 3 (Ha)
  ion     -0.022000 0.014716 0.000575
  hxc     0.009165 0.001612 -0.003795
  proj    -0.000465 0.001043 -0.000509
  nbare   0.000501 -0.000666 -0.001360
  npsi    -0.000625 0.000171 -0.003710
  total   -0.013424 0.016876 -0.008800
  frozen  -0.013424 0.016876 -0.008800
  total (meV) -365.276 459.217 -239.456
  no dV_U   -0.013031 0.016341 -0.003109  max rel err 0.097
  no dn     -0.013533 0.017512 -0.003664  max rel err 0.088
  no dn_psi -0.013008 0.016687 -0.004983  max rel err 0.065
q = 0.50265 1/bohr, optical omega = 0.002378 Ha = 64.70 meV
 p_A = 0.01241, p_B = -0.06649-0.04557i bohr
 |dn_bare|: ss 0.00008 sp 0.00812 pp 0.00514
 |dn_psi| : ss 0.00007 sp 0.01297 pp 0.03099
 g_nn(-q/2 -> q/2), parts along phase of g, bands 1 2 3 (Ha)
  ion     0.023484 0.021233 0.000646
  hxc     -0.015862 0.002471 0.008242
  proj    0.000296 0.000257 -0.000518
  nbare   -0.000314 -0.000043 0.000334
  npsi    0.000642 0.000058 -0.001408
  total   0.008246 0.023975 0.007296
  frozen  0.008246 0.023975 0.007296
  total (meV) 224.382 652.402 198.529
  no dV_U   0.008146 0.023657 0.010006  max rel err 0.077
  no dn     0.008450 0.023989 0.009164  max rel err 0.067
  no dn_psi 0.008090 0.023868 0.009392  max rel err 0.061
insulator largest relative error vs finite difference: 9.7e-07
METAL, 3 electrons/cell, kT=0.03 Ha; mu = -0.54036 Ha; n: ss 0.92816 sp 0.07081 pp 0.14389
 dmu/deta response 0.023844, frozen 0.023844 Ha
 relative error without Fermi shift: 0.274
 |g| band 2 at q: response 0.013331, frozen 0.013331 Ha
metal largest relative error vs finite difference: 2.4e-05
success
```
